# Why the half-exchanged surface centre peaks at one half

**Question**

I am working on the water step in atomic layer deposition of hafnium oxide. After the precursor has reacted with the surface, I picture each hafnium centre as holding two equivalent amide ligands. Water replaces them by hydroxyl, one at a time, and I treat each replacement as independent and irreversible. My exercise says: show that the population of centres with one ligand exchanged and one remaining reaches a maximum of exactly one half.

I wrote the process as two successive first-order steps, both with rate constant \(k\). Then the untouched population is \(e^{-kt}\), the intermediate is \(kt\,e^{-kt}\), and its maximum is \(1/e\approx0.368\), at \(kt=1\). That is not one half. I also do not see why the answer should be free of \(k\), when a faster reaction surely consumes the intermediate faster too.

Where is the error? And for water at about 0.1 Torr and 523 K, when would the maximum occur, and how far should I trust the value one half on a real surface?

**Answer**

Your solution of your equations is right, but the equations describe a different process. If \(k\) is the rate constant for losing one particular ligand, an untouched centre has two ways to react, so its first exchange has rate \(2k\). Only one original ligand is left for the second exchange, which has rate \(k\). It is simplest to begin with the ligands themselves and recover the rate equations afterwards.

**From one ligand to one centre**

Let \(s(t)\) be the probability that a given original ligand is still in place at time \(t\). With a constant rate \(k\) per ligand,

\[
\frac{ds}{dt}=-ks,\qquad s(0)=1,\qquad s(t)=e^{-kt}.
\]

The probability that this ligand has been exchanged is \(1-s\). Let \(P_0\), \(P_1\) and \(P_2\) be the probabilities that a centre has had none, one or both of its ligands exchanged. All centres start untouched and have the same \(k\). Because the two ligands react independently, their probabilities multiply:

\[
P_0=s^2,\qquad P_1=s(1-s)+(1-s)s=2s(1-s),\qquad P_2=(1-s)^2 .
\]

The two terms in \(P_1\) are the two arrangements: the first ligand remains and the second has gone, or the reverse. The three probabilities add up to \([s+(1-s)]^2=1\), as they must.

Now complete the square:

\[
P_1=2s-2s^2=\frac12-2\left(s^2-s+\frac14\right)
=\frac12-2\left(s-\frac12\right)^2 .
\]

A square cannot be negative, so \(P_1\le 1/2\). Equality requires \(s=1/2\). Since \(s\) falls continuously from 1 towards 0, it does pass through \(1/2\), and the bound is reached. For constant \(k\) this happens once, when

\[
e^{-kt_{\max}}=\frac12,\qquad t_{\max}=\frac{\ln2}{k}.
\]

At that moment \(P_0=P_2=1/4\) and \(P_1=1/2\). It is the statistics of two fair coins: each ligand is equally likely to be present or gone, and two of the four equally likely arrangements are mixed.

This also answers your question about \(k\). A faster reaction both makes and consumes the intermediate faster. Changing \(k\) changes how quickly \(s\) runs from 1 to 0, but not the values that \(2s(1-s)\) takes on the way.

**The same result from rate equations**

With the correct count of reactive ligands, the equations are

\[
\frac{dP_0}{dt}=-2kP_0,\qquad
\frac{dP_1}{dt}=2kP_0-kP_1 .
\]

To check the second one, differentiate \(P_1=2s-2s^2\) and use \(ds/dt=-ks\):

\[
\frac{dP_1}{dt}=(2-4s)(-ks)=-2ks+4ks^2 .
\]

The right-hand side of the rate equation is

\[
2ks^2-k(2s-2s^2)=4ks^2-2ks,
\]

which is the same. At the maximum the gain equals the loss, so \(P_1=2P_0\). Inserting the populations gives \(2s(1-s)=2s^2\), and dividing by \(2s\), which is not zero, gives \(1-s=s\), hence \(s=1/2\) again.

**If the water pressure changes during the pulse**

Suppose the rate per ligand is \(k(t)\), the same for all centres. Then

\[
\frac{ds}{dt}=-k(t)s,\qquad
s(t)=\exp\left[-\int_0^t k(t')\,dt'\right].
\]

The formula \(P_1=2s(1-s)\) is untouched. The maximum is still one half, provided the exposure is long enough for the integral to reach \(\ln2\). A pulse cut off earlier never reaches the peak.

As an example, let the rate rise as \(k(t)=k(1-e^{-t/t_r})\), where \(t_r\) is the pressure rise time. Integrating each term, the condition for the maximum becomes

\[
k\left[t-t_r\left(1-e^{-t/t_r}\right)\right]=\ln2 .
\]

The slow start delays the peak without lowering it.

**Numbers for the water pulse**

We need the rate at which water molecules strike the surface. In an ideal gas of number density \(n=P/(k_BT)\), the velocity component \(v\) towards the surface has a Gaussian distribution. Only molecules with \(v>0\) arrive, so the flux is

\[
F=n\sqrt{\frac{m}{2\pi k_BT}}\int_0^\infty v\,e^{-mv^2/(2k_BT)}\,dv .
\]

The integral equals \(k_BT/m\). Therefore

\[
F=\frac{P}{k_BT}\sqrt{\frac{k_BT}{2\pi m}}
=\frac{P}{\sqrt{2\pi mk_BT}} .
\]

Here \(P\) without a subscript is the pressure, \(m\) the mass of a water molecule and \(k_B\) Boltzmann's constant. For 0.10 Torr, 523 K and 18.015 u, the flux is 361.9 molecules per nm² per ms.

I take an area of 0.20 nm² per ligand and a reaction probability of 0.0010 per hit. Both are rough assumed values. Taking \(k\) proportional to the flux also assumes that adsorbed water does not saturate the centres; if it does, the time is set by the surface step and not by the pressure. Then

\[
k=361.9\times0.20\times0.0010\ \text{ms}^{-1}
=0.0724\ \text{ms}^{-1},
\]

\[
t_{\max}=\frac{\ln2}{0.0724\ \text{ms}^{-1}}\approx9.6\ \text{ms}.
\]

The maximum is broad. To find when \(P_1\ge0.45\), use the completed square:

\[
2\left(s-\frac12\right)^2\le0.05,\qquad
\left|s-\frac12\right|\le\sqrt{0.025}.
\]

Converting the two limiting values of \(s\) to times with \(t=-\ln s/k\) gives a window from 5.8 to 14.8 ms. After a 100 ms pulse, \(P_1\) has fallen to 0.0014, so in this model almost every centre has completed both exchanges. If the pressure rises with \(t_r=5\) ms, the peak moves from 9.6 to 14.3 ms and its height remains 0.5000.

**What independence contributes**

It helps to separate equivalence from independence. Suppose the ligands are equivalent but possibly correlated. Let \(s\) still be the survival probability of either one. A given ligand survives either with its partner, with probability \(P_0\), or alone, with probability \(P_1/2\). Thus

\[
s=P_0+\frac{P_1}{2},\qquad P_1=2(s-P_0).
\]

Write \(P_0=s^2+C\). The quantity \(C\) is the covariance of the two survivals, and

\[
P_1=2s(1-s)-2C .
\]

If \(C>0\) throughout the reaction, the ligands tend to survive or leave together, and the peak lies below one half. If \(C<0\), one loss tends to go with survival of the other. Then \(P_1\) exceeds one half when \(s=1/2\). Independence means \(C=0\).

**When the first exchange changes the second**

Replacing an amide by hydroxyl may alter the reactivity of the remaining amide. Let the second exchange have rate \(\kappa k\), while the first keeps its total rate \(2k\). Now

\[
P_0=e^{-2kt},\qquad
\frac{dP_1}{dt}+\kappa kP_1=2ke^{-2kt}.
\]

Multiply the second equation by \(e^{\kappa kt}\). Its left side becomes a total derivative:

\[
\frac{d}{dt}\left(P_1e^{\kappa kt}\right)=2ke^{(\kappa-2)kt}.
\]

Integrating from \(0\), where \(P_1=0\), gives for \(\kappa\ne2\)

\[
P_1=\frac{2}{\kappa-2}\left(e^{-2kt}-e^{-\kappa kt}\right).
\]

Setting the derivative to zero gives \(2e^{-2kt}=\kappa e^{-\kappa kt}\), or

\[
e^{(\kappa-2)kt}=\frac{\kappa}{2},\qquad
kt_{\max}=\frac{\ln(\kappa/2)}{\kappa-2}.
\]

At this time gain equals loss, \(2P_0=\kappa P_1\), so

\[
P_{1,\max}=\frac2\kappa e^{-2kt_{\max}}
=\frac2\kappa\left(\frac\kappa2\right)^{-2/(\kappa-2)}
=\left(\frac2\kappa\right)^{\kappa/(\kappa-2)} .
\]

For \(\kappa=1\) this is \(2^{-1}=1/2\). As \(\kappa\to0\) it tends to 1, because the intermediate is made but hardly consumed. As \(\kappa\to2\) it tends to \(1/e\): the two steps then have equal rates, which is the process you solved. Your equations therefore describe a centre whose last ligand reacts twice as fast as either ligand did at first. This case can be physical. Suppose water first binds to the hafnium atom and then hands a proton to either amide. If the binding is the slow step, the centre reacts at the same rate whether it holds two amides or one, and the peak approaches \(1/e\). The factor 2, and with it the value one half, requires that the slow step act on each ligand separately, as it does when proton transfer is slow compared with desorption of the bound water.

To size the effect, hold the temperature, the first barrier and the rate prefactors fixed, and shift the second barrier by \(\Delta E\). Then \(\kappa=e^{-\Delta E/(k_BT)}\), with \(k_BT=0.0451\) eV at 523 K.

- For \(\Delta E=+0.05\) eV, \(\kappa=0.33\), and the peak is 0.70 at 14.9 ms.
- For \(\Delta E=-0.05\) eV, \(\kappa=3.03\), and the peak is 0.29 at 5.6 ms.

A shift comparable to \(k_BT\) is enough to change the answer greatly.

**Other ways to miss one half**

*Ligands with different rates.* If two independent ligands have survival probabilities \(a\) and \(b\), then

\[
P_1=a(1-b)+b(1-a)=a+b-2ab .
\]

When \(a=1/2\), this equals \(1/2+b-b=1/2\), whatever \(b\) is. The slope there is

\[
\frac{dP_1}{dt}=\frac{da}{dt}(1-2b)+\frac{db}{dt}(1-2a)
=\frac{da}{dt}(1-2b).
\]

For two different constant rates, \(b\ne1/2\) at that time, so the slope is not zero. The curve crosses one half instead of turning there, and its peak must be higher. For a rate ratio of 3 the peak is 0.568.

*Both ligands lost in one event.* Let each ligand have total loss rate \(k\), but let a fraction \(f\) of its losses from an untouched centre take the partner too. The untouched centre has two single-loss channels, each of rate \((1-f)k\), and one joint channel of rate \(fk\). Their sum is \((2-f)k\), so \(P_0=s^{2-f}\) with \(s=e^{-kt}\), and

\[
P_1=2\left(s-s^{2-f}\right).
\]

For \(f>0\) and \(0<s<1\), \(s^{2-f}>s^2\), so \(C>0\) and the peak is lowered. With \(f=0.10\) it is 0.464.

*Back exchange.* Let an exchanged ligand return to its original form at rate \(\rho k\), independently of its partner. If \(x\) is the probability that one ligand is exchanged,

\[
\frac{dx}{dt}=k(1-x)-\rho kx,\qquad
x=\frac{1-e^{-(1+\rho)kt}}{1+\rho}.
\]

Now \(P_1=2x(1-x)\). This still reaches one half if \(x\) reaches one half, which requires \(1/(1+\rho)>1/2\), or \(\rho<1\). Setting \(x=1/2\) gives \(e^{-(1+\rho)kt}=(1-\rho)/2\), hence

\[
kt_{\max}=\frac{\ln[2/(1-\rho)]}{1+\rho},\qquad
P_1(\infty)=\frac{2\rho}{(1+\rho)^2}.
\]

So, for independent and equally reactive ligands, the peak of one half does not require irreversibility: it is still reached if the back rate is smaller than the forward rate. For \(\rho=0.05\) the peak is still 0.5000, at 9.8 ms, but a population of 0.091 remains as the intermediate at long times. For \(\rho=1.5\), \(P_1\) never exceeds 0.480.

*Centres with different rates.* Suppose the two ligands of any one centre share a rate, but that rate varies over the surface. Averaging the completed square gives

\[
\langle P_1\rangle=\frac12-2\left\langle\left(s-\frac12\right)^2\right\rangle .
\]

The average is below one half because the centres do not all pass through \(s=1/2\) together. For a Gaussian barrier spread with standard deviation 0.03 eV, and the median rate held at \(k\), the peak is 0.42 at 8.3 ms.

*A small patch.* One half is a probability. In a patch of \(N\) independent centres at the peak, the number of intermediates is binomial with variance \(N\times\frac12\times\frac12=N/4\). The standard deviation of the fraction is therefore

\[
\frac{\sqrt{N/4}}{N}=\frac{1}{2\sqrt N}.
\]

A square of side 10 nm holds 250 centres at two ligands of 0.20 nm² each, so the fraction fluctuates by about 0.03 around 0.50.

**How this compares with a real film**

The temperature and the water pressure used here are the ones you gave; the area per ligand and the reaction probability are assumed. The reaction probability is the least certain input: at constant pressure \(t_{\max}\) is inversely proportional to it, so a tenfold error moves the time tenfold, while the height does not change. With a gradual pressure rise the height is still unchanged, but the time no longer scales in simple inverse proportion. Two remaining amides is also an idealisation, since a precursor with four amides may lose one or more of them on first reacting with the surface. If three equivalent, independent ligands remain, the singly exchanged population is \(3s^2(1-s)\). Its derivative with respect to \(s\), \(6s-9s^2\), vanishes at \(s=2/3\), and the maximum is \(4/9\), not one half.

Of the departures sized above, the change in reactivity after the first exchange moves the peak most: to 0.70 or 0.29 for an assumed barrier shift of 0.05 eV either way. These are illustrations of sensitivity, not measured values for hafnium oxide, and the ranking depends on the sizes assumed: joint loss with \(f=0.5\) would lower the peak to \(8/27\approx0.30\). A slower second exchange also matters for choosing the pulse length, because at long times the intermediate then decays as \(e^{-\kappa kt}\) instead of \(e^{-kt}\). The residue of 0.0014 after 100 ms holds for independent, equally reactive ligands at the stated constant pressure, and only with the assumed area and reaction probability. Constant pressure needs steady resupply: exchanging 5 ligands per nm² uses all the water in a gas column 2.7 mm high at 0.10 Torr and 523 K. In a closed, well-mixed gap of 5 mm the peak is still one half, but it comes at 11.4 ms and the residue after 100 ms is 0.033. If the reaction probability were ten times smaller, \(P_1\) after 100 ms would be 0.50, close to its peak. The residue should therefore not be used as a design figure for a surface where these conditions and inputs have not been established. The numerical output below gives the values to more digits.

## Table of computed values

```
INPUTS (rough typical values)
water pressure = 0.10 Torr
temperature = 523 K
water molecular mass = 18.015 u
area per ligand = 0.20 nm^2
reaction probability per hit = 0.0010
pulse length = 100 ms
MAIN RESULT
water flux = 361.9 per nm^2 per ms
hits per ligand = 72.38 per ms
rate per ligand k = 0.07238 per ms
time of maximum = 9.577 ms
P0, P1, P2 at maximum = [0.25 0.5  0.25]
P1 >= 0.45 from 5.78 ms to 14.83 ms
P1 after the pulse = 0.00144
peak if both steps wrongly have equal rates = 0.3679
NEGLECTED EFFECTS (assumed sizes)
thermal energy = 0.04507 eV
second barrier shift +0.05 eV: kappa = 0.3298, peak = 0.7006 at 14.91 ms
second barrier shift -0.05 eV: kappa = 3.0326, peak = 0.2945 at 5.57 ms
barrier spread = 0.03 eV, spread of ln k = 0.6657
peak with barrier spread = 0.4199 at 8.32 ms
joint-loss fraction 0.10: peak = 0.4643
back-rate ratio 0.05: peak = 0.5000 at 9.80 ms
back-rate ratio 0.05: final P1 = 0.0907
back-rate ratio 1.50: largest P1 = 0.4800
ligand rate ratio 3.0: peak = 0.5680
pressure rise time 5.0 ms: peak = 0.5000 at 14.29 ms
patch side 10 nm: 250 centres
patch standard deviation, formula = 0.0316
patch mean and deviation, sampled = 0.4998, 0.0324
```
